# Debugging a numerical check: Selected Speed of a Fisher-KPP Front on a Three-Point Grid

```python
"""
Selected speed of a Fisher-KPP front on a three-point grid, continuous time.

Model:  du_j/dt = (D/h^2)(u_{j+1} - 2u_j + u_{j-1}) + R u_j (1 - u_j)
Claim:  steep initial data select c* = min_k G(k)/k, where
        G(k) = R + (2D/h^2)(cosh(kh) - 1), and for s = R h^2/D
        c* = 2 sqrt(RD) (1 + s/24 - 37 s^2/5760 + ...).
D diffusivity, R growth rate, h grid spacing, k decay constant of the tail.
Lengths are in angstrom and times in ns.  ELL = sqrt(D/R) is the front length.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

D = 100.0
R = 0.01
ELL = np.sqrt(D / R)
C0 = 2.0 * np.sqrt(R * D)


def rate(u, h):
    """Right-hand side of the nonlinear grid equation, zero-flux ends."""
    change = np.empty_like(u)
    change[1:-1] = u[2:] - 2.0 * u[1:-1] + u[:-2]
    change[0] = u[1] - u[0]
    change[-1] = u[-2] - u[-1]
    return (D / h**2) * change + R * u * (1.0 - u)


def growth(k, h):
    return R + (2.0 * D / h**2) * (np.cosh(k * h) - 1.0)


def minimum_speed(h, euler_step=None):
    """Direct numerical minimisation of the speed over the decay constant."""
    def speed(q):
        k = q / ELL
        g = growth(k, h)
        if euler_step is not None:
            g = np.log1p(euler_step * g) / euler_step
        return g / k
    best = minimize_scalar(speed, bounds=(0.1, 3.0), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun, best.x / ELL


def simulate(h, dt, scaled_end=300, euler=False, tail=None):
    """Evolve a front; return scaled times R*t, speeds, grid and last state.
    The speed is the growth rate of the total amount h*sum(u)."""
    x = h * np.arange(int(round(870 * ELL / h))) - 20 * ELL
    if tail is None:
        u = np.where(x <= 0.0, 1.0, 0.0)
    else:
        u = np.minimum(1.0, np.exp(-tail * x))
    steps_per_sample = int(round(1.0 / (R * dt)))
    assert abs(steps_per_sample * R * dt - 1.0) < 1e-12
    times, speeds = [], []
    for sample in range(1, scaled_end + 1):
        for _ in range(steps_per_sample):
            a = rate(u, h)
            if euler:
                u = u + dt * a
            else:
                b = rate(u + 0.5 * dt * a, h)
                c = rate(u + 0.5 * dt * b, h)
                d = rate(u + dt * c, h)
                u = u + (dt / 6.0) * (a + 2.0 * (b + c) + d)
        times.append(float(sample))
        speeds.append(h * R * np.sum(u * (1.0 - u)))
    return np.array(times), np.array(speeds), x, u


def long_time_limit(times, speeds):
    """Free fit in inverse powers of time: limit and 1/(R t) coefficient."""
    use = times >= 40
    t = times[use]
    basis = np.column_stack([np.ones_like(t), 1 / t, t**-1.5, t**-2])
    coefficients = np.linalg.lstsq(basis, speeds[use], rcond=None)[0]
    return coefficients[0], coefficients[1]


print(f"diffusivity D = {D:.1f} angstrom^2/ns")
print(f"growth rate r = {R:.3f} 1/ns")
print(f"front length sqrt(D/r) = {ELL:.1f} angstrom")
print(f"continuum speed 2 sqrt(rD) = {C0:.5f} angstrom/ns")

# Dispersion relation from the actual difference operator on a tiny tail.
h_test = 100.0
grid = h_test * np.arange(12)
for k_test in (0.5 / ELL, 0.9 / ELL, 1.4 / ELL):
    small = 1e-13 * np.exp(-k_test * grid)
    measured_growth = (rate(small, h_test) / small)[1:-1]
    assert np.allclose(measured_growth, growth(k_test, h_test), rtol=1e-10)

# Parametric solution of the minimum against direct minimisation.
for h in (25.0, 50.0, 100.0, 200.0):
    s = R * h**2 / D
    y = brentq(lambda v: v * np.sinh(v) - np.cosh(v) + 1 - s / 2, 1e-6, 5,
               xtol=1e-14)
    assert abs(2 * D / h * np.sinh(y) / minimum_speed(h)[0] - 1) < 1e-9

# The speed rises with spacing at every spacing, also far from small h.
scan = np.array([minimum_speed(h)[0] for h in np.linspace(10, 300, 30)])
assert scan[0] > C0 and np.all(np.diff(scan) > 0)

# Series coefficients from high-precision minimisation at a tiny spacing.
mp.mp.dps = 40
tiny = mp.mpf("1e-4")


def relative_shift(euler):
    def speed(k):
        g = 1 + 2 * (mp.cosh(k * mp.sqrt(tiny)) - 1) / tiny
        if euler:
            step = tiny / 4
            g = mp.log(1 + step * g) / step
        return g / k
    k_best = mp.findroot(lambda k: mp.diff(speed, k), mp.mpf(1))
    return (speed(k_best) / 2 - 1) / tiny


first = relative_shift(False)
second = (first - mp.mpf(1) / 24) / tiny
euler_first = relative_shift(True)
assert abs(first - mp.mpf(1) / 24) < 1e-5
assert abs(second + mp.mpf(37) / 5760) < 1e-5
assert abs(euler_first - (mp.mpf(1) / 24 - mp.mpf(1) / 4)) < 1e-4
print(f"numerical coefficient of s = {float(first):.6f} (1/24 = {1/24:.6f})")
print(f"numerical coefficient of s^2 = {float(second):.6f}"
      f" (-37/5760 = {-37/5760:.6f})")

# Nonlinear fronts from a step, extrapolated to long time.
excess = {}
for h, dt in ((25.0, 2.5), (50.0, 4.0), (100.0, 4.0)):
    s = R * h**2 / D
    c_star, k_star = minimum_speed(h)
    times, speeds, x, u = simulate(h, dt)
    limit, slope = long_time_limit(times, speeds)
    excess[h] = limit - C0
    lag_number = -slope * k_star
    quadratic = C0 * (1 + s / 24)
    quartic = C0 * (1 + s / 24 - 37 * s**2 / 5760)
    assert abs(limit - c_star) < 2e-4 * C0
    assert abs(lag_number / 1.5 - 1) < 0.10
    assert abs(quartic - c_star) < abs(quadratic - c_star)
    print(f"h = {h:.0f} angstrom: s = {s:.4f}, time step = {dt:.1f} ns")
    print(f"  minimum-formula speed = {c_star:.5f} angstrom/ns")
    print(f"  quadratic-law speed = {quadratic:.5f} angstrom/ns")
    print(f"  speed with s^2 term = {quartic:.5f} angstrom/ns")
    print(f"  simulated long-time speed = {limit:.5f} angstrom/ns")
    print(f"  simulated grid excess = {100*excess[h]/C0:.3f} percent")
    print(f"  selected decay constant k* = {k_star:.6f} 1/angstrom")
    print(f"  fitted lag number (expected 1.5) = {lag_number:.3f}")

order_fine = np.log2(excess[50.0] / excess[25.0])
order_coarse = np.log2(excess[100.0] / excess[50.0])
assert abs(order_fine - 2) < 0.15
assert abs(order_fine - 2) < abs(order_coarse - 2)
print(f"observed order, 50 to 25 angstrom = {order_fine:.3f}")
print(f"observed order, 100 to 50 angstrom = {order_coarse:.3f}")

# Upper bound, tested on the last state of the coarsest simulation.
t_end = times[-1] / R
barrier = np.minimum(1.0, np.exp(-k_star * (x - c_star * t_end)))
assert np.all(u <= barrier * (1 + 1e-9))
print(f"end time of simulations = {t_end:.0f} ns")
print(f"unextrapolated speed then, h = 100 = {speeds[-1]:.5f} angstrom/ns")

# Lower bound: a truncated oscillating lobe must be a subsolution.
h = 100.0
r_low = 0.99 * R
q = 0.1 / ELL
coupling = 2 * D / h**2


def lobe_speed(k):
    return coupling * np.sinh(k * h) * np.sin(q * h) / q


k_low = brentq(lambda k: k * lobe_speed(k) - r_low
               - coupling * (np.cosh(k * h) * np.cos(q * h) - 1),
               1e-3 / ELL, 3 / ELL, xtol=1e-16)
c_low = lobe_speed(k_low)


def lobe(z):
    inside = (z > 0) & (z < np.pi / q)
    return np.where(inside, np.exp(-k_low * z) * np.sin(q * z), 0.0)


z_peak = np.arctan(q / k_low) / q
height = (1 - r_low / R) / lobe(z_peak)
z = np.linspace(0, np.pi / q, 4001)[1:-1]
w = height * lobe(z)
neighbours = height * (lobe(z - h) + lobe(z + h))
envelope = height * np.exp(-k_low * z)
w_time = -c_low * envelope * (q * np.cos(q * z) - k_low * np.sin(q * z))
surplus = D / h**2 * (neighbours - 2 * w) + R * w * (1 - w) - w_time
assert np.min(surplus / (R * envelope)) > -1e-10
assert 0.98 * c_star < c_low < c_star
assert speeds[-1] > c_low
print(f"lower-bound lobe: r'/r = {r_low/R:.2f}, q = {q:.4f} 1/angstrom")
print(f"lower-bound lobe speed, h = 100 = {c_low:.5f} angstrom/ns")

# A slowly decaying initial tail selects a larger speed.
k_slow = 0.5 / ELL
slow_speeds = simulate(h, 4.0, scaled_end=150, tail=k_slow)[1]
c_slow = growth(k_slow, h) / k_slow
assert abs(slow_speeds[-1] / c_slow - 1) < 1e-4
assert c_slow > 1.1 * c_star
print(f"slow tail k = {k_slow:.4f} 1/angstrom, h = 100:")
print(f"  formula speed = {c_slow:.5f} angstrom/ns")
print(f"  simulated speed = {slow_speeds[-1]:.5f} angstrom/ns")

# Forward Euler in time reverses the sign of the total error.
h = 50.0
dt = h**2 / (4 * D)
c_euler = minimum_speed(h, dt)[0]
times, speeds, x, u = simulate(h, dt, euler=True)
euler_limit = long_time_limit(times, speeds)[0]
assert abs(euler_limit - c_euler) < 3e-4 * C0
assert euler_limit < C0
print(f"forward Euler, h = 50 angstrom, time step = {dt:.2f} ns:")
print(f"  formula speed = {c_euler:.5f} angstrom/ns")
print(f"  simulated long-time speed = {euler_limit:.5f} angstrom/ns")
print(f"  leading-order shift = {100*(R*h**2/D/24 - R*dt):.3f} percent")

# Spacing that the quadratic law assigns to a one percent speed error.
h_percent = np.sqrt(24 * 0.01) * ELL
true_percent = 100 * (minimum_speed(h_percent)[0] / C0 - 1)
assert abs(true_percent - 1) < 0.05
print(f"spacing for one percent by quadratic law = {h_percent:.2f} angstrom")
print(f"  minimum-formula excess there = {true_percent:.4f} percent")
to_si = constants.angstrom / constants.nano
print(f"continuum speed = {C0*to_si:.5f} m/s")
print(f"selected speed at h = 50 angstrom = {minimum_speed(50.0)[0]*to_si:.5f}"
      " m/s")
print("no test failed")
```

The run ends like this:

```
diffusivity D = 100.0 angstrom^2/ns
growth rate r = 0.010 1/ns
front length sqrt(D/r) = 100.0 angstrom
continuum speed 2 sqrt(rD) = 2.00000 angstrom/ns
numerical coefficient of s = 0.041666 (1/24 = 0.041667)
numerical coefficient of s^2 = -0.006423 (-37/5760 = -0.006424)
Traceback (most recent call last):
  File "check.py", line 145, in <module>
    assert abs(lag_number / 1.5 - 1) < 0.10
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The physics was right, but the program had a unit fault in the finite-time lag. The fit uses the scaled time Rt, so its first coefficient is −1.5 R/k*, and the program multiplied it by k* without dividing by R, which made the lag number a hundred times too small. The division by R is now in place, and the fit's description states this relation. No tolerance, test or case is changed.

The change:

```diff
@@ -73,5 +73,7 @@
 
 def long_time_limit(times, speeds):
-    """Free fit in inverse powers of time: limit and 1/(R t) coefficient."""
+    """Free fit in inverse powers of the scaled time R*t.
+    Returns the limit and the coefficient of 1/(R t), which is a speed.
+    A lag of -a/(k t) in speed has the coefficient -a R/k."""
     use = times >= 40
     t = times[use]
@@ -139,5 +141,5 @@
     limit, slope = long_time_limit(times, speeds)
     excess[h] = limit - C0
-    lag_number = -slope * k_star
+    lag_number = -slope * k_star / R
     quadratic = C0 * (1 + s / 24)
     quartic = C0 * (1 + s / 24 - 37 * s**2 / 5760)
```

The mended program passes:

```
diffusivity D = 100.0 angstrom^2/ns
growth rate r = 0.010 1/ns
front length sqrt(D/r) = 100.0 angstrom
continuum speed 2 sqrt(rD) = 2.00000 angstrom/ns
numerical coefficient of s = 0.041666 (1/24 = 0.041667)
numerical coefficient of s^2 = -0.006423 (-37/5760 = -0.006424)
h = 25 angstrom: s = 0.0625, time step = 2.5 ns
  minimum-formula speed = 2.00516 angstrom/ns
  quadratic-law speed = 2.00521 angstrom/ns
  speed with s^2 term = 2.00516 angstrom/ns
  simulated long-time speed = 2.00511 angstrom/ns
  simulated grid excess = 0.256 percent
  selected decay constant k* = 0.009924 1/angstrom
  fitted lag number (expected 1.5) = 1.438
h = 50 angstrom: s = 0.2500, time step = 4.0 ns
  minimum-formula speed = 2.02009 angstrom/ns
  quadratic-law speed = 2.02083 angstrom/ns
  speed with s^2 term = 2.02003 angstrom/ns
  simulated long-time speed = 2.02004 angstrom/ns
  simulated grid excess = 1.002 percent
  selected decay constant k* = 0.009714 1/angstrom
  fitted lag number (expected 1.5) = 1.440
h = 100 angstrom: s = 1.0000, time step = 4.0 ns
  minimum-formula speed = 2.07344 angstrom/ns
  quadratic-law speed = 2.08333 angstrom/ns
  speed with s^2 term = 2.07049 angstrom/ns
  simulated long-time speed = 2.07340 angstrom/ns
  simulated grid excess = 3.670 percent
  selected decay constant k* = 0.009071 1/angstrom
  fitted lag number (expected 1.5) = 1.448
observed order, 50 to 25 angstrom = 1.972
observed order, 100 to 50 angstrom = 1.873
end time of simulations = 30000 ns
unextrapolated speed then, h = 100 = 2.06823 angstrom/ns
lower-bound lobe: r'/r = 0.99, q = 0.0010 1/angstrom
lower-bound lobe speed, h = 100 = 2.04651 angstrom/ns
slow tail k = 0.0050 1/angstrom, h = 100:
  formula speed = 2.51050 angstrom/ns
  simulated speed = 2.51050 angstrom/ns
forward Euler, h = 50 angstrom, time step = 6.25 ns:
  formula speed = 1.90244 angstrom/ns
  simulated long-time speed = 1.90238 angstrom/ns
  leading-order shift = -5.208 percent
spacing for one percent by quadratic law = 48.99 angstrom
  minimum-formula excess there = 0.9656 percent
continuum speed = 0.20000 m/s
selected speed at h = 50 angstrom = 0.20201 m/s
no test failed
```
